\section*{Resistivity of a Thermally Disordered Metal from Landauer Transmission}

\section{Two streams of electrons}

Take a wire with one right-moving and one left-moving channel, of occupations $F_+(x)$ and $F_-(x)$. Length is counted in lattice sites, and an electron is turned back with probability $p$ per site. Ignoring interference,
\begin{equation}
\frac{dF_+}{dx}=p(F_--F_+),\qquad
-\frac{dF_-}{dx}=p(F_+-F_-).
\end{equation}
Both derivatives equal $-pJ$, where $J=F_+-F_-$, so $J$ is constant. Let the left lead inject $F_+(0)=1$ and the right lead inject nothing, $F_-(L)=0$. Then $J=F_+(L)=1-pJL$. The current is the transmission $\mathcal T$, hence
\begin{equation}
\frac1{\mathcal T}=1+pL. \label{two}
\end{equation}
The first term is a contact resistance and the second is ohmic. The resistivity is therefore contained in the slope of $1/\mathcal T$ against length; the ratio $1/(\mathcal TL)$ still contains the contact.

For a wire of $W\times W$ sites with lattice constant $a$, let $b=d(1/\mathcal T)/dL$, where $\mathcal T$ is summed over channels for one spin. Two spins give $R=h/(2e^2\mathcal T)$. In atomic units $\hbar=e=1$ and $h/e^2=2\pi$, so $R=\pi/\mathcal T$. Multiplying $dR/dL$ by the area $W^2a^2$ and dividing by the length $a$ of one site gives
\begin{equation}
\rho=\pi bW^2a. \label{rho}
\end{equation}

\section{Thermal disorder and its scattering strength}

The metal is a simple cubic lattice with one orbital per site. Its hopping responds linearly to bond stretching:
\begin{align}
H&=-t\sum_{\mathbf r,a}[1-\eta_a(\mathbf r)]
\left(|\mathbf r+\mathbf e_a\rangle\langle\mathbf r|+\mathrm{h.c.}\right),\\
\eta_a(\mathbf r)&=\alpha[u_a(\mathbf r+\mathbf e_a)-u_a(\mathbf r)].
\end{align}
Nearest neighbours are joined by springs of equal central and transverse stiffness $K$. With $u_a(\mathbf r)=N^{-1/2}\sum_{\mathbf q}u_{a\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ and $|e^{iq_b}-1|^2=4\sin^2(q_b/2)$, the elastic energy is
\begin{equation}
V=\frac12\sum_{a,\mathbf q}4KS_{\mathbf q}|u_{a\mathbf q}|^2,\qquad
S_{\mathbf q}=\sum_b\sin^2\frac{q_b}{2}.
\end{equation}
Classical equipartition gives $\langle|u_{a\mathbf q}|^2\rangle=k_BT/(4KS_{\mathbf q})$. The stretch multiplies this by $4\alpha^2\sin^2(q_a/2)$, so
\begin{equation}
\langle|\eta_{a\mathbf q}|^2\rangle
=s^2\frac{\sin^2(q_a/2)}{S_{\mathbf q}},\qquad
s^2=\frac{\alpha^2k_BT}{K}. \label{eta}
\end{equation}
The sum over the three directions is $s^2$ for every $\mathbf q\neq0$. In the cubic bulk each bond thus has variance $s^2/3$. The mass has dropped out, as it must in classical statics.

A snapshot is drawn by giving each Fourier component of white noise the variance in (\ref{eta}). The mode $\mathbf q=0$, a rigid translation, is omitted.

The perturbation is $+t\sum\eta_a(|\mathbf r+\mathbf e_a\rangle\langle\mathbf r|+\mathrm{h.c.})$. Between normalized plane waves, with $\mathbf q=\mathbf k'-\mathbf k$,
\begin{align}
M_{\mathbf k'\mathbf k}
&=\frac tN\sum_a\left(e^{-ik'_a}+e^{ik_a}\right)
\sum_{\mathbf r}\eta_a(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\nonumber\\
&=\frac{t}{\sqrt N}\sum_a e^{-iq_a/2}\,
2\cos\frac{k_a+k'_a}{2}\,\eta_{a\mathbf q}.
\end{align}
Different displacement components are uncorrelated, so their squares add. Using (\ref{eta}) and $2\cos\frac{k'+k}2\sin\frac{k'-k}2=\sin k'-\sin k$,
\begin{equation}
w\equiv N\langle|M_{\mathbf k'\mathbf k}|^2\rangle
=t^2s^2\frac{\sum_a(\sin k'_a-\sin k_a)^2}{S_{\mathbf q}}. \label{w}
\end{equation}
Since $v_a=2t\sin k_a$, this is $w=s^2|\mathbf v'-\mathbf v|^2/(4S_{\mathbf q})$: the velocity change enters only relative to $S_{\mathbf q}$. Equivalently, $w$ is $4t^2s^2$ times an average of $\cos^2[(k_a+k'_a)/2]$ weighted by $\sin^2(q_a/2)$, so it stays finite as $\mathbf q\to0$ and reaches its maximum $4t^2s^2$ for $\mathbf k'=-\mathbf k$ at any speed. As a test, an explicit bond sum with an inverted force-constant matrix reproduces (\ref{w}).

\section{Transmission at growing length}

Perfect leads continue the wire on both sides. In a lead, a transverse mode leaves the longitudinal energy $\epsilon=E+2t\cos k_y+2t\cos k_z=-2t\cos k_x$. Adding one site to a semi-infinite chain does not change its surface Green function, so $g=1/(\epsilon-t^2g)$, or $t^2g^2-\epsilon g+1=0$. The retarded root for an open channel gives
\begin{equation}
\Sigma=t^2g=\frac{\epsilon-i\sqrt{4t^2-\epsilon^2}}2,\qquad
\Gamma=-2\,\mathrm{Im}\,\Sigma=|v_x|.
\end{equation}
For $|\epsilon|>2t$ the root with $|tg|<1$ is taken, which describes a decaying wave.

Let $H_n$ be the Hamiltonian of slab $n$, $\tau_n$ its coupling from slab $n-1$, and $X_n$ the Green function from slab 1 to slab $n$ when the chain ends at $n$. Attach slab $n$ to a finished chain:
\begin{align}
(E-H_n)G_{n1}&=\tau_nG_{n-1,1},\\
G_{n-1,1}&=X_{n-1}+g_{n-1}\tau_n^\dagger G_{n1}.
\end{align}
The second line is the old response plus the return from the new slab. Substitution gives
\begin{align}
g_n&=(E-H_n-\tau_ng_{n-1}\tau_n^\dagger)^{-1},\qquad
X_n=g_n\tau_nX_{n-1}, \label{rec}
\end{align}
started by $g_1=X_1=(E-H_1-\Sigma_L)^{-1}$. To measure at length $L$, subtract $\Sigma_R$ inside the last inverse and form
\begin{equation}
\mathcal T(L)=\mathrm{Tr}[\Gamma_RG_{L1}\Gamma_LG_{L1}^\dagger].
\end{equation}
The recursion then continues from the unclosed $g_L$. One pass gives all lengths, at a cost proportional to $LW^6$ with dense inversion. Two tests check it: a clean wire transmits its number of open channels, and a disordered four-slab region agrees with inversion of its full matrix.

\subsection{Keeping interference out of the slope}

A frozen snapshot is phase coherent. A path and its time reverse then interfere constructively on return, which raises reflection. To suppress this, the periodic transverse directions carry a phase twist $\theta$, giving $k_y=(2\pi n+\theta)/W$ and likewise for $k_z$. Time reversal sends $\theta$ to $-\theta$. These agree modulo $2\pi$ for $\theta=0$ or $\pi$, but not for $\theta=\pi/2$, the value used for the resistivity.

\section{Boltzmann theory for the same channels}

Above the Debye temperature scattering is treated as elastic. For a disordered length of $N_x$ sites, $N=W^2N_x$. The golden rule and $\sum_{k'_x}\to N_x\int dk'_x/2\pi$ give the rate into channel $c'$:
\begin{equation}
2\pi\frac{w}{W^2N_x}\frac{N_x}{2\pi|v_{c'}|}
=\frac{w}{W^2|v_{c'}|}.
\end{equation}
Here $v_c$ is the velocity along the wire. Division by $|v_c|$ turns the rate per time into one per site:
\begin{equation}
P_{cc'}=\frac{w_{cc'}}{W^2|v_cv_{c'}|}. \label{P}
\end{equation}
With direction $\sigma_c=\pm1$ and $\Lambda=\mathrm{diag}(\sum_{c'}P_{cc'})-P$,
\begin{equation}
\sigma_c\frac{df_c}{dx}=\sum_{c'}P_{cc'}(f_{c'}-f_c)
=-(\Lambda f)_c. \label{be}
\end{equation}

Far from the contacts try $f_c=f_0-\gamma x+h_c$. Constants are annihilated by $\Lambda$, so (\ref{be}) becomes $\Lambda h=\gamma\sigma$. It is solvable because $\sum_c\sigma_c=0$, and $h=\gamma\Lambda^+\sigma$, where $\Lambda^+$ is the pseudoinverse. The current is
\begin{equation}
J=\sum_c\sigma_cf_c=\gamma\,\sigma^{\mathsf T}\Lambda^+\sigma.
\end{equation}
The unit occupation drop between the leads consists of $\gamma L$ and contact drops proportional to $\gamma$. Writing the latter as $\gamma L_0$ gives $\gamma=1/(L+L_0)$ and, once the contact layers no longer overlap,
\begin{equation}
\frac1{\mathcal T}=b(L+L_0),\qquad
b=\frac1{\sigma^{\mathsf T}\Lambda^+\sigma}. \label{b}
\end{equation}
By (\ref{w}) and (\ref{P}), $\Lambda\propto s^2\propto T$. The resistivity is therefore linear in $T$ at leading order in the coupling.

A second soluble case shows the role of the channel number. Suppose $\Lambda\sigma=\lambda\sigma$ for $N_c$ channels in each direction. The ansatz then satisfies both lead conditions with $h=\gamma\sigma/\lambda$:
\begin{equation}
f_0+\frac\gamma\lambda=1,\qquad
f_0-\gamma L-\frac\gamma\lambda=0.
\end{equation}
Subtraction gives $\gamma(L+2/\lambda)=1$. With $J=2N_c\gamma/\lambda$,
\begin{equation}
\frac1{\mathcal T}=\frac1{N_c}+\frac{\lambda L}{2N_c}.
\end{equation}
For $N_c=1$ and $\lambda=2p$ this is (\ref{two}). It suggests the effective mean free path $\ell=1/(N_cb)$. Coherent transport ceases to be ohmic when $\mathcal T$ falls to order one, at $L\sim1/b=N_c\ell$, where localization sets in. Many channels are needed to open a range between $\ell$ and $N_c\ell$.

For unequal channels the full curve follows from $f(L)=U f(0)$, where $U=\exp[-\mathrm{diag}(\sigma)\Lambda L]$. Splitting $U$ by direction and imposing $f_+(0)=1$, $f_-(L)=0$,
\begin{equation}
f_-(0)=-U_{--}^{-1}U_{-+}\mathbf 1,\qquad
\mathcal T=N_c-\sum_{c\in -}f_c(0).
\end{equation}
The last step is current conservation at the left contact. This curve shows how much of a fitted slope is still a contact effect.

\section{Extraction and its errors}

For each length, average $\mathcal T$ over snapshots, then fit a line to $1/\langle\mathcal T\rangle$. The order matters. With $\mathcal T=\bar{\mathcal T}+\delta$ and $\langle\delta\rangle=0$, expansion to second order gives
\begin{equation}
\left\langle\frac1{\mathcal T}\right\rangle
\simeq\frac1{\bar{\mathcal T}}
\left(1+\frac{\langle\delta^2\rangle}{\bar{\mathcal T}^2}\right).
\end{equation}
Averaging inverses adds a positive term whose relative size, for a given variance, grows as the transmission falls.

Lengths cut from one snapshot are correlated, so their scatter about the line is not an error estimate. Instead, leave out one whole snapshot at a time and repeat the fit. With $n$ snapshots and leave-one-out slopes $b_{(i)}$ of mean $\bar b$, the jackknife error is
\begin{equation}
\delta b=\left[\frac{n-1}{n}\sum_i(b_{(i)}-\bar b)^2\right]^{1/2}.
\end{equation}

There is also an error in the theory being compared. The disorder is Gaussian and enters $H$ linearly, so odd moments vanish. Away from channel edges, the first correction to a golden-rule rate is of order $s^4$, or $s^2$ relative to the rate. Near an edge $v_c\to0$, and (\ref{P}) shows that the expansion loses its small parameter.

\section{A model metal at three temperatures}

Take $a=6$ bohr, $t=0.05$ hartree, $\alpha=0.35$ per bohr, $K=0.012$ hartree/bohr$^2$ and $M=2\times10^5$ electron masses. The phonon frequencies obey $\omega_{\mathbf q}^2=4KS_{\mathbf q}/M$, so at long wavelength $\omega=q\sqrt{K/M}$. A Debye sphere with one state per site and polarization has $q_D=(6\pi^2)^{1/3}$. Hence $\omega_D=(6\pi^2)^{1/3}\sqrt{K/M}$, and $\Theta=\omega_D/k_B=301.5$ K.

The Fermi energy is $0.6t$ above the band centre. A $5\times5$ wire then has 16 open channels, the slowest with speed $0.92t$ in sites per unit time ($\hbar=1$). The averages use 72 snapshots and the fits use $L=80$ to 200. The numerical output lists all transmissions.

At 1200 K, $k_BT=0.0760t=0.00380$ hartree, so $s^2=0.35^2\times0.00380/0.012=0.0388$. The mean transmission falls from 4.894 at $L=80$ to 2.400 at $L=200$. These end points alone give
\begin{equation}
b\simeq\frac{1/2.400-1/4.894}{120}=0.00177.
\end{equation}
The four-point fit gives $0.001775\pm0.000041$ per site. By (\ref{rho}),
\begin{equation}
\rho=\pi\times0.001775\times25\times6=0.836\ \text{a.u.}
=18.2\ \mu\Omega\,\mathrm{cm}.
\end{equation}

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $T/\Theta$ & Landauer $\rho$ & Boltzmann $\rho$\\
400 & 1.33 & $5.94\pm0.07$ & 5.95\\
800 & 2.65 & $12.05\pm0.19$ & 11.91\\
1200 & 3.98 & $18.19\pm0.42$ & 17.86
\end{tabular}
\end{center}
Resistivities are in $\mu\Omega\,$cm, for the same wire. Each pair agrees within one standard error. The differences relative to Boltzmann theory are $-0.3$, $1.2$ and $1.8$ per cent. Their growth does not establish a correction of order $s^2$, because it is within the sampling errors and the three temperatures use the same random numbers.

The contact is not a detail. At 400 K and $L=200$, $1/(\mathcal TL)=1/(5.550\times200)=0.00090$, which is 55 per cent above the fitted slope $0.000580$. Here $\ell=1/(16\times0.000581)\simeq108$ sites, so the longest wire spans less than two mean free paths. The kinetic curve nevertheless has a slope in the fitting window only 0.5 per cent above its ohmic limit. At 1200 K, $\ell\simeq36$ and $1/b\simeq570$ sites, so $L=200$ lies between the two scales.

The interference effect was measured at 1200 K and $E=0.07t$, using the same snapshots with and without a twist of 0.4 rad. Averaged over $L=120$ and 160, the Landauer transmission lies below its Boltzmann value by $0.145\pm0.046$ without the twist and $0.006\pm0.029$ with it. The paired difference is $0.140\pm0.053$. It has the expected sign and exceeds two standard errors. For many equivalent channels, random-matrix theory gives a weak-localization deficit per spin of $\frac13(1+\ell/L)^{-3}$ (quoted, not derived here), which approaches $1/3$ only for $L\gg\ell$. At this energy Boltzmann theory gives $\ell\simeq41.5$ sites without the twist, and the formula averages to 0.15 over the two lengths. The measured difference is consistent with this, within a large sampling error and at an energy and twist different from those used for the resistivity.

\section{Why the Debye temperature matters}

A real phonon exchanges energy $\omega$ with the electron. Let $n$ be its Bose occupation and $f$ the Fermi function. Assume that the deviation from equilibrium, the velocities and the density of states vary little over the thermal window. The linearized collision term then weights absorption by $n f(\epsilon)[1-f(\epsilon+\omega)]$ and emission by $(n+1)f(\epsilon)[1-f(\epsilon-\omega)]$. The identity
\begin{equation}
f(\epsilon)[1-f(\epsilon')]=
\frac{f(\epsilon)-f(\epsilon')}{1-e^{-(\epsilon'-\epsilon)/k_BT}}
\end{equation}
and $\int d\epsilon\,[f(\epsilon)-f(\epsilon+\omega)]=\omega$ give $\omega n(n+1)$ for each process. In the static classical limit the two phonon weights add to $2k_BT/\omega$, while $\int f(1-f)d\epsilon=k_BT$. With $x=\omega/2k_BT$ and $n(n+1)=1/(4\sinh^2x)$, the ratio is
\begin{equation}
\frac{2\omega n(n+1)}{2(k_BT)^2/\omega}
=\left(\frac{x}{\sinh x}\right)^2
=1-\frac{x^2}{3}+\cdots. \label{q}
\end{equation}

One might instead draw frozen snapshots with the quantum variance $(2n+1)/(2M\omega)$. Relative to the classical variance $k_BT/(M\omega^2)$ this is
\begin{equation}
x\coth x=1+\frac{x^2}{3}+\cdots.
\end{equation}
The correction has the wrong sign. At low temperature it leaves a static disorder from zero-point motion, and hence a finite resistivity, whereas (\ref{q}) vanishes. A better displacement distribution therefore makes this transport calculation worse.

Putting each factor into $P_{cc'}$ changes the Boltzmann resistivity of the wire as follows, relative to its classical value: at $T=\Theta/2$, 0.862 for inelastic scattering and 1.148 for quantum snapshots; at $\Theta$, 0.963 and 1.038; at $4\Theta$, 0.998 and 1.002. The inelastic values assume a deviation independent of energy; letting it vary across the thermal window lowers them to about 0.85 at $\Theta/2$ and 0.962 at $\Theta$. Scaling the deficit at $\Theta$ as $T^{-2}$ gives an estimated 2 per cent at 400 K. That is larger than the sampling error there, although both columns of the table share it.

\section{From the wire to the bulk}

Agreement within one wire does not make its resistivity that of the bulk. For a bulk Boltzmann calculation, slice the Fermi surface along axis $a$. Its area element obeys $dS/|\mathbf v|=d^2k/|v_a|$, which is singular where $v_a=0$. Inserting $1=\sum_av_a^2/|\mathbf v|^2$ before slicing gives
\begin{equation}
\int\frac{dS}{|\mathbf v|}F
=\sum_a\int d^2k\,\frac{|v_a|}{|\mathbf v|^2}F,
\end{equation}
with a weight that vanishes at the slice edges. On a $D\times D$ grid each point has weight $m_i=|v_a|/(D^2|\mathbf v|^2)$. The collision matrix has off-diagonal elements $-m_im_jw_{ij}$ and rows summing to zero, and the drive is $d_i=m_iv_{x,i}$. The argument leading to (\ref{b}) gives $\rho=\pi a/(d^{\mathsf T}\Lambda^+d)$.

At 1200 K, grids with $D=16$ and 24 both give $18.91\ \mu\Omega\,$cm. The $5\times5$ wire is 5.5 per cent lower in the same theory, more than the sampling error of its Landauer value. Additional snapshots would not remove this difference; it comes from the discrete transverse channels. Widening the wire at a fixed twist removes it only erratically, because the density of final states in (\ref{P}), proportional to $\sum_c1/(W^2|v_c|)$, samples a function that is singular at the channel edges. It exceeds the bulk value when channels lie close to their edges, tends to fall short when none does, and varies irregularly with the width. In a separate run not contained in the printed program, widths 24 and 36 gave Boltzmann values of 17.93 and $19.94\ \mu\Omega\,$cm, about 5 per cent below and above the bulk value; their slowest channels had speeds $0.33t$ and $0.04t$. These are not bounds: width 10 lies about 11 per cent below and width 21 about 23 per cent above, and for channels as slow as $0.04t$ the golden-rule rate itself is unreliable. Averaging over twists was not tested.

Three further limits remain. Transmission was evaluated at one energy, although $k_BT$ reaches $0.076t$, so thermal averaging over energy is missing. The lattice is harmonic and the hopping linear in the stretch. Electron--electron scattering is absent. The comparison therefore checks the scattering theory of this model, not the resistivity of a particular metal.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 6.0 bohr; hopping 0.050 hartree
alpha 0.35 1/bohr; spring 0.012 hartree/bohr^2
mass 200000 electron masses; Debye temp. 301.5 K
Fermi energy 0.60 t; open channels 16 of 25
snapshots 72; slowest channel 0.921 t*site
matrix element: sum 1.831594, formula 1.831594 t^2
sum of bond variances / s2: 0.9977
4-slab T: dense 14.539677, recursive 14.539677
--- T = 400 K, T/Debye = 1.33, kT/t = 0.0253
s2 0.01293; rms hopping change 6.57 %
length (sites):            40      80     120     160     200
Landauer mean T:       11.519   9.041   7.466   6.366   5.550
Boltzmann T:           11.511   9.043   7.461   6.355   5.535
Landauer slope 0.000580 +- 0.000007 /site; intercept 0.0643
Boltzmann slope: window 0.000584, ohmic 0.000581 /site
rho Landauer 5.938 +- 0.073, Boltzmann 5.953 micro-ohm cm
Landauer/Boltzmann: window 0.9926, ohmic 0.9974
--- T = 800 K, T/Debye = 2.65, kT/t = 0.0507
s2 0.02586; rms hopping change 9.28 %
length (sites):            40      80     120     160     200
Landauer mean T:        9.050   6.343   4.909   3.992   3.346
Boltzmann T:            9.043   6.355   4.904   3.993   3.368
Landauer slope 0.001176 +- 0.000018 /site; intercept 0.0631
Boltzmann slope: window 0.001163, ohmic 0.001162 /site
rho Landauer 12.046 +- 0.188, Boltzmann 11.907 micro-ohm cm
Landauer/Boltzmann: window 1.0111, ohmic 1.0117
--- T = 1200 K, T/Debye = 3.98, kT/t = 0.0760
s2 0.03879; rms hopping change 11.37 %
length (sites):            40      80     120     160     200
Landauer mean T:        7.465   4.894   3.676   2.899   2.400
Boltzmann T:            7.461   4.904   3.654   2.912   2.420
Landauer slope 0.001775 +- 0.000041 /site; intercept 0.0610
Boltzmann slope: window 0.001744, ohmic 0.001743 /site
rho Landauer 18.186 +- 0.417, Boltzmann 17.860 micro-ohm cm
Landauer/Boltzmann: window 1.0182, ohmic 1.0183
rho Landauer at 1200 K: 0.8365 atomic units
localization contrast: 1200 K, energy 0.07 t, mean of L = [120, 160]
  twist 0.0 rad: Boltzmann T - Landauer T = 0.145 +- 0.046
  twist 0.4 rad: Boltzmann T - Landauer T = 0.006 +- 0.029
  paired difference 0.140 +- 0.053
rho / classical rho: inelastic Boltzmann, quantum snapshot
  T/Debye 0.5: 0.8618, 1.1475
  T/Debye 1.0: 0.9628, 1.0378
  T/Debye 2.0: 0.9905, 1.0095
  T/Debye 4.0: 0.9976, 1.0024
density of states: surface 0.14244, count 0.14284 per t, site, spin
bulk Boltzmann rho, grid 16, 1200 K: 18.912 micro-ohm cm
bulk Boltzmann rho, grid 24, 1200 K: 18.906 micro-ohm cm
Boltzmann rho, width 5 / bulk: 0.9447
\end{verbatim}
